Zigzag nanotube Hamiltonians as independent dimer chains, with error analysis

**1. The physical situation**

In a nanotube transistor with a gate wrapped around the channel, the electrostatic potential changes strongly from source to drain but hardly at all around the circumference. An atomistic Hamiltonian for a tube with n atoms per ring and N rings has dimension nN, and a self-consistent calculation based on its levels must diagonalize it many times. The symmetry of the potential suggests that most of this work is unnecessary. The questions are which smaller matrices replace the large one, whether they give every level with its multiplicity, and how large the error becomes when the potential or the bonds lack the assumed symmetry.

**2. Model and geometry**

Consider an (n,0) zigzag tube with one orthogonal orbital per atom and nearest-neighbour hopping −t, where t > 0. All bonds are equal. The site energy U_j is the same for all n atoms of ring j and may vary arbitrarily with j. Spin enters only as a factor 2 in electron counts.

Each interior atom has one axial bond, parallel to the tube axis, and two zigzag bonds. Successive rings are therefore joined alternately by two bonds per atom and by one. Let the tube begin with a zigzag link, so that the link from ring j to ring j+1 is zigzag for odd j and axial for even j.

An axial bond keeps the angle θ around the tube. A zigzag bond changes it by half the angular spacing, ±π/n. The atoms of ring j thus sit at

θ_jm = α_j + 2πm/n, m = 0, …, n−1,

with α_1 = 0, α_{j+1} = α_j + π/n for odd j and α_{j+1} = α_j for even j.

**3. Separation into chains**

On each ring define the angular waves

|j,q⟩ = n^(−1/2) Σ_m exp(iqθ_jm) |j,m⟩, q = 0, …, n−1.

Their overlap on one ring is

⟨j,q|j,q′⟩ = (1/n) exp[i(q′−q)α_j] Σ_m exp[2πi(q′−q)m/n].

For q′ = q this is 1. Otherwise the geometric sum has numerator 1 − exp[2πi(q′−q)] = 0 and a nonzero denominator, so it vanishes. The n waves are orthonormal and span the n orbitals of the ring.

Now apply H. The site energy gives U_j|j,q⟩, because U_j is a common factor on the ring. An axial link carries each amplitude to the same angle on the next ring and gives −t|j+1,q⟩. Across a zigzag link, an atom at θ receives amplitude from the atoms at θ − π/n and θ + π/n:

−t n^(−1/2) [exp(iq(θ−π/n)) + exp(iq(θ+π/n))] = −2t cos(πq/n) n^(−1/2) exp(iqθ).

This is again the wave q. Since H is real and symmetric, the same factors apply in the opposite direction. With

β_q = 2 cos(πq/n),

each q gives a separate tridiagonal problem,

U_j ψ_j − τ_j ψ_{j+1} − τ_{j−1} ψ_{j−1} = E ψ_j,

τ_j = tβ_q for odd j, τ_j = t for even j, ψ_0 = ψ_{N+1} = 0.

Because the basis is complete, the nN levels of the tube are the N levels of each of the n chains, collected with their multiplicities.

The chains come in pairs, since β_{n−q} = −β_q. Multiply ψ_j by signs s_j that reverse across every zigzag link and stay the same across every axial link: +, −, −, +, +, … This turns chain q into chain n−q without changing its levels. It is enough to solve q = 0, …, ⌊n/2⌋ and count each level twice, except those of q = 0 and, for even n, of q = n/2. In the latter case β = 0, and the chain falls apart into axial pairs with levels

E = (U_j+U_{j+1})/2 ± √[((U_j−U_{j+1})/2)² + t²],

plus single sites at zigzag ends.

The electron density also follows from the chains. Write h_q for the matrix of chain q. For any function F of the Hamiltonian, the weight |⟨j,m|j,q⟩|² = 1/n gives

⟨j,m|F(H)|j,m⟩ = (1/n) Σ_q [F(h_q)]_jj.

The right side does not contain m. With F equal to twice the Fermi function, the density is uniform on each ring, so it has the same symmetry as the potential from which it was computed.

**4. The uniform tube: gap and end states**

Let U be constant and the tube infinite. Group the rings into pairs s joined by an axial link, with amplitudes a_s and b_s. One pair advances the position by L = 3a/2, where a is the bond length. Then

(E−U) a_s = −t b_s − tβ b_{s−1},

(E−U) b_s = −t a_s − tβ a_{s+1}.

For waves proportional to exp(iksL), the two factors are −t(1+βe^(−ikL)) and −t(1+βe^(ikL)). Eliminating one amplitude gives

(E−U)² = t²(1 + β² + 2β cos kL).

The smallest value occurs where β cos kL = −|β|, so the half-gap of mode q is

Δ_q = t |1 − |β_q||.

It vanishes for |β_q| = 1, that is for q = n/3 or 2n/3. In this model the tube is metallic when n is divisible by 3.

An open end adds something the infinite tube lacks. Set E = U and let the amplitude vanish on even rings. The equations on odd rings then hold, and those on even rings require

tβ ψ_{j−1} + t ψ_{j+1} = 0, hence ψ_{j+1} = −β ψ_{j−1}.

The amplitude decays into the tube if |β_q| < 1, with decay length L/|ln|β_q||. For even N the other end is also zigzag and carries a mirror-image state on the other sublattice. In a long tube with even N each such q therefore contributes two levels inside its gap. For odd N the last link is axial and every chain has one level at E = U, bound to the zigzag end if |β_q| < 1 and to the other end if |β_q| > 1. Normalization, Σ_s β^(2s) = 1/(1−β²), gives the end ring the weight 1 − β².

This was tested on a uniform (7,0) tube with 60 rings, where q = 3 and 4 satisfy the condition. Direct diagonalization gave the expected four levels near E = U, and the ratio of their weights on rings 3 and 1 agreed with β² to within 10⁻⁸.

**5. Algorithm and rounding error**

The procedure is short.

1. For each q from 0 to ⌊n/2⌋, form the diagonal U_j and the off-diagonals −tβ_q, −t, −tβ_q, …
2. Diagonalize the tridiagonal matrix.
3. Duplicate the levels of paired chains and merge the lists.
4. If densities are needed, sum the chain densities with the same multiplicities and divide by n.

No truncation has been made, so within the model only rounding separates the two routes. A backward-stable symmetric eigensolver returns the levels of H + δH, with ‖δH‖ a modest multiple of ε‖H‖, where ε ≈ 2.2×10⁻¹⁶ in double precision. Adding δH changes every expectation value by at most ‖δH‖. By the min–max principle, each ordered level then moves by at most the same amount. This bound on the absolute error is set by the largest energies in H, even for levels close to zero, although the actual error of a given level can be much smaller.

The separation was tested with full matrices assembled from honeycomb coordinates, bonds being identified by distance. The tubes were (5,0), (6,0), (7,0) and (9,0), with 12, 13, 12 and 11 rings and random ring energies of standard deviation t. Including the modified bonds of Section 7, the worst level difference was 1.1×10⁻¹⁴ t. For a closed uniform (7,0) tube of 12 rings, the dispersion relation was reproduced to 9.3×10⁻¹⁵ t.

**6. A transistor-like example**

Take a (13,0) tube with 120 rings, t = 2.7 eV and a = 0.142 nm. Its diameter is 1.018 nm and its length 12.64 nm. With z in nm from the first ring, the prescribed potential energy in eV is

U(z) = 0.15 [1 + tanh(z−4)] − 0.30 [1 + tanh(z−8.5)].

This describes a source at 0, a barrier of nearly 0.3 eV and a drain at −0.3 eV.

The smallest half-gap belongs to q = 4 and its partner q = 9:

β_4 = 2 cos(4π/13) = 1.1361,

Δ_4 = 2.7 × 0.1361 = 0.3675 eV.

The uniform-tube gap is 0.735 eV. The next mode, q = 5, has β = 0.7092 and half-gap 0.785 eV.

The full matrix has dimension 13 × 120 = 1560. Its levels and those of the 13 chains differ by at most 5.0×10⁻¹⁴ eV. Row sums bound ‖H‖ by 3 × 2.7 + 0.3 = 8.4 eV, so ε times this bound is about 1.9×10⁻¹⁵ eV. The observed difference is some 27 times larger, a modest multiple as expected. Ring densities agree to 5.4×10⁻¹⁵ electrons per atom. In this run, the full diagonalization with eigenvectors took 1.01 s and all 13 chains took 0.015 s, a ratio of about 66 that depends on machine and software.

The lowest conduction level of chain 4 lies at 0.229 eV. The local conduction edge in the drain is −0.3 + 0.3675 = 0.0675 eV, while in the source and the barrier it lies above the level. The state is therefore confined to the short drain section, which raises it by about 0.16 eV above the local edge.

The electron count shows the end states. Occupy the levels at 300 K (kT = 0.02585 eV) with one chemical potential at 0 eV. This is an occupation example, not a calculation of current. Modes 5 to 8 have |β| < 1. Their source-end levels lie near 0 and are half filled; their drain-end levels lie near −0.3 eV and are full. Counting both spins, each of these chains holds 2(59 + 1/2 + 1) = 121 electrons, against 120 for neutrality. The expected excess is 4, and the computed one is 3.987.

The extra charge sits at the drain end. At half filling a uniform tube has one electron per atom, because reversing the signs on one sublattice maps E−U to −(E−U) and leaves densities unchanged. Filling the end states adds 2 × 1/2 = 1 electron per mode, of which the fraction 1 − β² lies on the last ring:

(1/13) [2(1−0.7092²) + 2(1−0.2411²)] = 0.221 electrons per atom.

The computed density there is 1.2215.

**7. Errors from broken assumptions**

*Potential varying around the ring.* A transverse field of 1 MV/cm, or 0.1 V/nm, adds V cos θ with V = 0.1 × 0.509 = 0.0509 eV. This is the total field acting at the atoms. In a uniform tube of this size the π electrons screen an applied transverse field by a factor of about 5, so the applied field would be about 5 MV/cm. Since cos θ = (e^(iθ)+e^(−iθ))/2, it couples q to q±1 with strength V/2. The bound of Section 5 applies again: no ordered level moves by more than V. The largest shift found is 0.0351 eV.

For the lowest conduction level the first-order term vanishes, because cos θ does not connect q = 4 to itself or to its degenerate partner 9. Neither do two successive steps connect 4 to 9. The leading shift is therefore

δE = (V/2)² Σ_{q′=3,5} Σ_k |⟨ψ_{q′k}|ψ_4⟩|² / (E − E_{q′k}).

The sum gives −0.2386 meV and diagonalization of the full perturbed matrix −0.2383 meV. Levels below push upward and levels above push downward, so the terms partly cancel.

The end states behave differently, because those of neighbouring q are nearly degenerate. From ψ_{j+2} = −βψ_j, the overlap of two of them at the same end is

S = √[(1−β²)(1−β′²)] / (1 − ββ′).

This gives S = 0.825 for the pairs 5–6 and 7–8, and S = 0.890 for 6–7, where β and β′ have opposite signs. With V/2 = 0.02545 eV the couplings along the sequence 5–6–7–8 are c = 0.0210, d = 0.0227 and c again. States even or odd under reversal of the sequence obey λ² ∓ dλ − c² = 0, so

λ = ±d/2 ± √(d²/4 + c²) = ±0.035 and ±0.013 eV,

with the two signs independent. The full matrix gives −0.0350, −0.0123, 0.0127 and 0.0353 eV. The error of the chain reduction is thus of first order in V for these levels and of second order for the conduction level.

*Unequal bonds.* If axial and zigzag hoppings are t_a and t_z, the derivation is unchanged and the half-gap becomes |t_a − t_z|β_q||. Curvature tilts the radial orbitals on a zigzag bond by π/n relative to each other. Taking this misorientation alone, with t_a fixed, multiplies t_z by the factor cos(π/13) = 0.9709. The half-gap falls from 0.3675 to 0.278 eV, a change of 24% caused by 3% in one hopping, because Δ_4 is a small difference of large terms. This shows how sensitive the gap is, but it overstates the effect of curvature in a real tube. The tilted orbitals also overlap in sigma fashion, which can offset the whole loss in t_z, and they mix with the sigma bands, which lowers the gap in another way. Nearest-neighbour tight-binding models with all four valence orbitals and equal bonds give a smaller gap reduction for this tube, roughly 8 to 17% depending on the parameters. Bond relaxation is also left out.

*Third neighbours.* A hopping −t₃ across the hexagons keeps q separate. Two of the three third neighbours lie on the ring reached by the axial bond, at θ ± 2π/n. They change t on that link to t + 2t₃ cos(2πq/n). The remaining one lies three rings away, so the chain is no longer tridiagonal. For t₃ = 0.27 eV with t fixed, the half-gap is found at kL = π:

|2.7 − 0.1915 − 3.0675 + 0.27| = 0.289 eV.

**8. Comparison with real devices**

The hopping, bond length and diameter are rough values typical of carbon nanotube transistors. The channel is at the short end, and the peak axial field, 0.6 V/(2 nm) = 3.0 MV/cm, is high. Planar gates break the assumption of a uniform ring potential. For the field used above, 1 MV/cm after screening, this moves the lowest conduction level by only 0.24 meV, the next levels at 0.496 and 0.519 eV by about 0.6 and 2 meV, and some end levels by 35 meV.

For nondegenerate electrons in a uniform section, the Boltzmann factor of the second subband relative to the first is exp(−0.4176/0.02585) ≈ 10⁻⁷, so one chain with its partner suffices for the thermal conduction electrons. It does not suffice for the full spectrum or the end charge.

Two conclusions are less secure. The potential energy spans 0.5905 eV, which is 0.145 eV less than the gap, so the barrier's valence edge stays below the drain's conduction edge. With the misorientation factor of Section 7 alone, the gap would be 0.557 eV and the two local edges would overlap by about 0.03 eV. Since that factor overstates the effect of curvature, curvature alone probably does not produce an overlap at this bias. Other corrections, such as the third-neighbour hopping of Section 7, also shift the gap, so the model does not settle the question. An overlap is needed for elastic band-to-band tunnelling, but even 0.03 eV would not establish it here: with that factor, confinement in the short barrier puts its highest valence level at −0.139 eV, 0.15 eV below the local edge and still below the drain's conduction edge at −0.022 eV. The 0.16 eV rise of the lowest drain level in Section 6 comes from the short closed drain and disappears for a long one. The chains contain tunnelling along the tube, but its size depends on the hoppings supplied.

The prescribed potential is also not self-consistent. The Coulomb scale e²/(4πε₀ε_r d) with ε_r = 4 is 0.0285 eV when d is the tube length, but about 0.6 eV when d is the 0.62 nm decay length of the q = 5 end state. Four extra electrons at a bare end would therefore change the local potential strongly, and real ends are bonded to contacts or other atoms. A device calculation needs suitable end conditions and a Poisson solution before its end charge can be interpreted.

Computed values

```
small tubes: worst level error 1.1e-14 (units of t)
small tubes: worst block error 4.3e-15 (units of t)
closed tube: worst dispersion error 9.3e-15 (units of t)
tube index n = 13, rings N = 120, matrix size = 1560
hopping t = 2.7 eV, bond length = 0.142 nm
tube length = 12.64 nm, diameter = 1.018 nm
barrier = 0.3 eV, drain = -0.3 eV, source = 0 eV
steps at 4.0 and 8.5 nm, tanh width 1.0 nm
temperature = 300 K, kT = 0.02585 eV, mu = 0.0 eV
q = 0: 2cos(pi q/n) = 2.0000, zigzag hopping = 5.4000 eV, half-gap = 2.7000 eV
q = 1: 2cos(pi q/n) = 1.9419, zigzag hopping = 5.2431 eV, half-gap = 2.5431 eV
q = 2: 2cos(pi q/n) = 1.7709, zigzag hopping = 4.7815 eV, half-gap = 2.0815 eV
q = 3: 2cos(pi q/n) = 1.4970, zigzag hopping = 4.0420 eV, half-gap = 1.3420 eV
q = 4: 2cos(pi q/n) = 1.1361, zigzag hopping = 3.0675 eV, half-gap = 0.3675 eV
q = 5: 2cos(pi q/n) = 0.7092, zigzag hopping = 1.9149 eV, half-gap = 0.7851 eV
q = 6: 2cos(pi q/n) = 0.2411, zigzag hopping = 0.6509 eV, half-gap = 2.0491 eV
full versus chains: worst level error 5.0e-14 eV
chains q and n-q: worst level difference 5.3e-15 eV
worst density error 5.4e-15 electrons per atom
time, full matrix with vectors = 1.01 s
time, all 13 chains with vectors = 0.0153 s
lowest subband q = 4, second subband q = 5
uniform-tube gap = 0.7351 eV
chain q = 4: highest valence level = -0.2090 eV
chain q = 4: lowest conduction level = 0.2292 eV
modes with end states: q = [5, 6, 7, 8]
end-state amplitude decay length, q = 5: 0.620 nm
electrons minus atoms, whole tube = 3.987
electrons minus atoms, drain half = 4.028
electrons per atom, first ring = 0.9995
electrons per atom, last ring = 1.2215
transverse field = 1.0 MV/cm, V = 0.0509 eV
largest level shift from it = 0.0351 eV
conduction level shift, full = -0.2383 meV
conduction level shift, 2nd order = -0.2386 meV
source end levels, full (eV): [-0.035, -0.0123, 0.0127, 0.0353]
source end levels, 1st order (eV): [-0.035, -0.0123, 0.0127, 0.0353]
curvature: zigzag hopping factor cos(pi/n) = 0.9709
curvature: half-gap becomes 0.2784 eV
third neighbours 0.27 eV: half-gap 0.2890 eV
second-subband Boltzmann factor = 9.66e-08
Coulomb scale, eps_r = 4.0: 0.0285 eV
peak axial field = 3.00 MV/cm
potential-energy span = 0.5905 eV
gap minus span = 0.1446 eV
```
